\section*{Huang-Rhys factors and relaxation energy from the excited-state force}

\section{Problem}

A system with two vibrational coordinates is excited by light from its electronic ground state. The Cartesian displacements from the ground-state minimum are collected in $x=(x_1,x_2)^T$, and the masses in the diagonal matrix $M=\mathrm{diag}(m_1,m_2)$. The two potential energy surfaces are
\begin{align}
E_g(x)&=\tfrac12x^TKx, \label{eq:ground}\\
E_e(x)&=E_v-F^Tx+\tfrac12x^TKx, \label{eq:excited}
\end{align}
where $K$ is symmetric and positive definite. At $x=0$ the surfaces are separated by the vertical energy $E_v$. The ground-state force vanishes there, while the excited-state force is $-\nabla E_e(0)=F$.

The model assumes that both surfaces are harmonic and have the same Hessian $K$. The electronic states are taken to be isolated from each other and from all other states, so there is no crossing in the region the vibrations reach. The electronic transition dipole does not depend on $x$, and the system starts in the vibrational ground state of $E_g$.

The parameters are round model values:
\begin{equation}
\begin{gathered}
m_1=12\ \mathrm{u},\qquad m_2=16\ \mathrm{u},\qquad E_v=3\ \mathrm{eV},\\
K=\begin{pmatrix}60&-20\\-20&40\end{pmatrix}\mathrm{eV/\AA^2},\qquad
F=\begin{pmatrix}4\\1\end{pmatrix}\mathrm{eV/\AA}.
\end{gathered}
\end{equation}

\begin{enumerate}
\item Find the relaxation energy $\lambda$, which is the energy released on the excited surface between $x=0$ and its minimum, and divide it among the normal modes.
\item The Huang-Rhys factor $S_k$ is the mean number of quanta in mode $k$ of the excited state immediately after the vertical transition. Express it through the excited-state force at the ground geometry.
\item Find the positions and relative strengths of the vibrational lines in absorption, and the vertical emission energy at the excited minimum.
\item Determine what changes if the excited surface is softer than the ground surface.
\end{enumerate}

\section{A first estimate by scaling}

Replace the system by one oscillator with force $F$, stiffness $k$ and mass $m$. The new equilibrium lies where the restoring force $kd$ balances $F$, so $d\sim F/k$. The energy released is of the order of force times distance, $F^2/k$. One vibrational quantum costs $\hbar\sqrt{k/m}$. The number of quanta is therefore of the order
\begin{equation}
S\sim\frac{F^2/k}{\hbar\sqrt{k/m}}=\frac{F^2\sqrt m}{\hbar k^{3/2}}. \label{eq:scaling}
\end{equation}
With the mass-weighted force $g=F/\sqrt m$ and the frequency $\omega=\sqrt{k/m}$, the same combination reads
\begin{equation}
\frac{g^2}{\hbar\omega^3}
=\frac{F^2}{m}\,\frac{m^{3/2}}{\hbar k^{3/2}}
=\frac{F^2\sqrt m}{\hbar k^{3/2}} .
\end{equation}
Scaling leaves the numerical prefactor open.

For numbers, take the larger force component, $4$ eV/\AA, and the averages $k=50$ eV/\AA$^2$ and $m=14$ u. In units of eV, \AA\ and u, $\hbar=0.06465$ \AA\,(eV\,u)$^{1/2}$. Then
\begin{align}
d&\sim\frac{4}{50}=0.08\ \text{\AA}, &
\frac{F^2}{k}&=\frac{16}{50}=0.32\ \mathrm{eV},\\
\hbar\omega&\sim0.06465\sqrt{\frac{50}{14}}=0.122\ \mathrm{eV}, &
S&\sim\frac{0.32}{0.122}=2.6 .
\end{align}
A few quanta should be excited. The estimate does not say how they are shared between the two modes.

\section{Exact solution}

\subsection{Normal modes and mode forces}

Mass-weighted coordinates $y=M^{1/2}x$ turn the kinetic energy $\frac12\dot x^TM\dot x$ into $\frac12\dot y^T\dot y$. The ground-state potential becomes $\frac12y^TDy$ with
\begin{equation}
D=M^{-1/2}KM^{-1/2}.
\end{equation}
Since $D$ is symmetric, it has an orthogonal matrix $L$ of eigenvectors:
\begin{equation}
DL=L\Omega^2,\qquad \Omega=\mathrm{diag}(\omega_1,\omega_2),\qquad L^TL=1.
\end{equation}
Define the normal coordinates by $Q=L^Ty$, so that
\begin{equation}
x=M^{-1/2}LQ. \label{eq:xQ}
\end{equation}
The kinetic energy is now $\frac12\dot Q^T\dot Q$, and $x^TKx=Q^TL^TDLQ=\sum_k\omega_k^2Q_k^2$. The linear term in \eqref{eq:excited} becomes
\begin{equation}
F^Tx=F^TM^{-1/2}LQ=g^TQ,\qquad g=L^TM^{-1/2}F. \label{eq:g}
\end{equation}
Thus $g_k=-\partial E_e/\partial Q_k$ at $Q=0$. A Cartesian force must pass through \eqref{eq:g} before it is used in the mode formulas below.

For the given parameters $D_{11}=60/12=5$, $D_{22}=40/16=2.5$ and $D_{12}=-20/\sqrt{192}=-1.4434$, all in eV/(\AA$^2$\,u). The eigenvalues are
\begin{equation}
\omega^2=\frac{5+2.5}{2}\mp\sqrt{\left(\frac{5-2.5}{2}\right)^2+\frac{400}{192}}
=3.75\mp1.9094,
\end{equation}
hence $\omega_1^2=1.8406$ and $\omega_2^2=5.6594$ in the same unit. The quanta are $\hbar\omega_1=0.0877$ eV and $\hbar\omega_2=0.1538$ eV.

For the lower mode, the first row of the eigenvalue equation is $(5-1.8406)L_{11}-1.4434\,L_{21}=0$. After normalization this gives the column $(0.4155,\,0.9096)$. The other column is orthogonal to it, $(0.9096,\,-0.4155)$. The mass-weighted Cartesian forces are $4/\sqrt{12}=1.1547$ and $1/\sqrt{16}=0.25$, so
\begin{align}
g_1&=0.4155(1.1547)+0.9096(0.25)=0.7072,\\
g_2&=0.9096(1.1547)-0.4155(0.25)=0.9464,
\end{align}
in eV/(\AA\,u$^{1/2}$). Reversing the sign of a column of $L$ reverses the sign of $g_k$. The energies and line strengths below contain $g_k^2$ and do not depend on this choice.

\subsection{Displacement and relaxation energy}

In normal coordinates the excited surface is a sum of independent parabolas:
\begin{align}
E_e&=E_v+\sum_k\left(-g_kQ_k+\tfrac12\omega_k^2Q_k^2\right)\nonumber\\
&=E_v+\sum_k\left[\tfrac12\omega_k^2\left(Q_k-\frac{g_k}{\omega_k^2}\right)^2
-\frac{g_k^2}{2\omega_k^2}\right]. \label{eq:square}
\end{align}
The second line follows by completing the square: its cross term is $-g_kQ_k$, and the constant $+g_k^2/(2\omega_k^2)$ produced by the square is cancelled by the last term. The minimum and the energy released in each mode are therefore
\begin{equation}
\Delta Q_k=\frac{g_k}{\omega_k^2},\qquad
\lambda_k=\frac{g_k^2}{2\omega_k^2},\qquad
\lambda=\sum_k\lambda_k. \label{eq:lambda}
\end{equation}
Numerically,
\begin{align}
\lambda_1&=\frac{0.7072^2}{2(1.8406)}=0.1359\ \mathrm{eV},\\
\lambda_2&=\frac{0.9464^2}{2(5.6594)}=0.0791\ \mathrm{eV},
\end{align}
and $\lambda=0.2150$ eV.

The total can also be written without modes. From $D^{-1}=L\Omega^{-2}L^T$ and $D^{-1}=M^{1/2}K^{-1}M^{1/2}$,
\begin{equation}
\lambda=\tfrac12g^T\Omega^{-2}g
=\tfrac12F^TM^{-1/2}D^{-1}M^{-1/2}F
=\tfrac12F^TK^{-1}F. \label{eq:cart}
\end{equation}
The masses cancel, as they must for a difference between two points on a potential surface. They leave the total $\lambda$ unchanged, but their ratio affects how it is divided among the modes, and they also enter the quanta $\hbar\omega_k$. Multiplying all masses by a common factor $c$ divides both $g_k^2$ and $\omega_k^2$ by $c$, so each $\lambda_k$ stays the same while each quantum shrinks by the factor $1/\sqrt c$. Here $\det K=60\cdot40-20^2=2000$ eV$^2$/\AA$^4$, so
\begin{equation}
K^{-1}=\begin{pmatrix}0.02&0.01\\0.01&0.03\end{pmatrix}\mathrm{\AA^2/eV},\qquad
x_*=K^{-1}F=\begin{pmatrix}0.09\\0.07\end{pmatrix}\text{\AA}. \label{eq:xstar}
\end{equation}
Then $\lambda=\frac12F^Tx_*=\frac12(4\cdot0.09+1\cdot0.07)=0.215$ eV, in agreement with the mode sum.

\subsection{Mean number of quanta}

With $P_k$ the momentum conjugate to $Q_k$, equation \eqref{eq:square} gives the excited-state vibrational Hamiltonian
\begin{equation}
H_e=E_v-\lambda+\sum_kh_k,\qquad
h_k=\tfrac12P_k^2+\tfrac12\omega_k^2(Q_k-\Delta Q_k)^2 .
\end{equation}
The operator that counts quanta in the displaced mode is $N_k=h_k/(\hbar\omega_k)-\frac12$.

Because the transition dipole is constant, the vertical transition leaves the vibrational wavefunction $|0_g\rangle$ unchanged. In this state $\langle Q_k\rangle=0$, and the kinetic and potential energies of the undisplaced oscillator are each $\hbar\omega_k/4$. Expanding the square in $h_k$ gives
\begin{align}
\langle h_k\rangle
&=\tfrac12\langle P_k^2\rangle+\tfrac12\omega_k^2\langle Q_k^2\rangle
-\omega_k^2\Delta Q_k\langle Q_k\rangle+\tfrac12\omega_k^2\Delta Q_k^2\nonumber\\
&=\tfrac12\hbar\omega_k+\tfrac12\omega_k^2\Delta Q_k^2
=\tfrac12\hbar\omega_k+\lambda_k .
\end{align}
The last step uses $\frac12\omega_k^2(g_k/\omega_k^2)^2=\lambda_k$. Subtracting the zero-point energy and dividing by $\hbar\omega_k$ yields
\begin{equation}
\boxed{S_k=\langle N_k\rangle=\frac{\lambda_k}{\hbar\omega_k}
=\frac{g_k^2}{2\hbar\omega_k^3}} \label{eq:S}
\end{equation}
One factor $\omega_k^{-2}$ comes from the compliance of the mode, and the remaining $\omega_k^{-1}$ from measuring the energy in quanta.

For the two modes,
\begin{equation}
S_1=\frac{0.13587}{0.08772}=1.549,\qquad
S_2=\frac{0.07913}{0.15381}=0.514 .
\end{equation}
Mode 2 feels the larger force but receives fewer quanta. The ratio shows why:
\begin{equation}
\frac{S_1}{S_2}=\left(\frac{g_1}{g_2}\right)^2\left(\frac{\omega_2}{\omega_1}\right)^3
=0.558\times5.39=3.01 .
\end{equation}
The cube of the frequency ratio outweighs the square of the force ratio.

\subsection{Line strengths}

The full distribution of quanta follows from the ladder operators. For one mode, with its index suppressed, the ground-state and excited-state lowering operators are
\begin{align}
a&=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right),\\
b&=\sqrt{\frac{\omega}{2\hbar}}\left(Q-\Delta Q+\frac{iP}{\omega}\right)=a-\alpha,
\end{align}
where
\begin{equation}
\alpha=\sqrt{\frac{\omega}{2\hbar}}\,\frac{g}{\omega^2}
=\frac{g}{\sqrt{2\hbar\omega^3}},\qquad \alpha^2=S .
\end{equation}
Since $a|0_g\rangle=0$, the initial state obeys $b|0_g\rangle=-\alpha|0_g\rangle$. Let $c_n=\langle n_e|0_g\rangle$ be its overlap with the excited level $n$. Projecting this relation on $\langle n_e|$ and using $\langle n_e|b=\sqrt{n+1}\,\langle(n+1)_e|$ gives
\begin{equation}
\sqrt{n+1}\,c_{n+1}=-\alpha c_n
\quad\Longrightarrow\quad
c_n=\frac{(-\alpha)^n}{\sqrt{n!}}\,c_0 .
\end{equation}
Normalization requires $1=\sum_n|c_n|^2=|c_0|^2\sum_nS^n/n!=|c_0|^2e^{S}$. The probabilities therefore form a Poisson distribution with mean $S$:
\begin{equation}
P(n)=|c_n|^2=e^{-S}\frac{S^n}{n!}. \label{eq:poisson}
\end{equation}

For two modes the wavefunctions factorize, so the relative strength of the line $(n_1,n_2)$ is $P_1(n_1)P_2(n_2)$. This is the squared vibrational overlap, without the photon-frequency factor that enters a measured absorption coefficient. The zero-point energies of the two surfaces are equal and cancel in the line position:
\begin{equation}
E(n_1,n_2)=E_v-\lambda+n_1\hbar\omega_1+n_2\hbar\omega_2 . \label{eq:lines}
\end{equation}
The 0-0 line lies at $3-0.215=2.785$ eV and has strength $e^{-(1.549+0.514)}=0.127$. The lowest lines are:
\begin{center}
\begin{tabular}{ccc}
$(n_1,n_2)$ & energy (eV) & strength\\
$(0,0)$ & 2.785 & 0.127\\
$(1,0)$ & 2.873 & 0.197\\
$(0,1)$ & 2.939 & 0.065\\
$(2,0)$ & 2.960 & 0.152\\
$(1,1)$ & 3.027 & 0.101
\end{tabular}
\end{center}
Successive strengths in one mode have the ratio $P(n+1)/P(n)=S/(n+1)$. They rise as long as $n+1<S$. With $S_1$ between 1 and 2 and $S_2$ below 1, the strongest line of the whole spectrum is $(1,0)$.

A Poisson distribution has variance equal to its mean. The mean absorption energy and its variance are thus
\begin{align}
\bar E&=E_v-\lambda+\sum_kS_k\hbar\omega_k=E_v,\\
\sigma^2&=\sum_kS_k(\hbar\omega_k)^2
=0.0119+0.0122=0.0241\ \mathrm{eV^2},
\end{align}
so $\sigma=0.155$ eV. The vertical energy is the mean of the absorption band, not its lowest line. It is not the maximum either: the Poisson distribution has a tail toward high energy, and when each line is broadened by a Gaussian with a standard deviation of $0.03$ to $0.1$ eV the band peaks near $2.95$ eV.

For one mode, $\sigma/\lambda=1/\sqrt S$. When $S\gg1$ the band is narrow compared with the relaxation energy, and its centre is well separated from the 0-0 line. When $S\ll1$, equation \eqref{eq:poisson} gives $P(0)\approx1-S$, and nearly all the strength is in the 0-0 line.

The numerical check diagonalizes both vibrational Hamiltonians on a Cartesian grid, without normal modes. The twenty lowest line positions and strengths agree with \eqref{eq:lines} and \eqref{eq:poisson} within the tested tolerances, which are at most $4\times10^{-5}$ eV for the positions and $3\times10^{-6}$ for the strengths.

\subsection{Vertical emission}

If the system relaxes to $x_*$ before it emits, the excited energy there is $E_v-\lambda$. The ground-state energy at the same geometry is
\begin{equation}
E_g(x_*)=\tfrac12x_*^TKx_*=\tfrac12F^TK^{-1}F=\lambda .
\end{equation}
The vertical emission energy is the difference, $E_v-2\lambda=2.570$ eV. The gap between vertical absorption and vertical emission is $2\lambda=0.430$ eV: one $\lambda$ is released on each surface.

\subsection{A softer excited surface}

Let the excited Hessian be $sK$ with $s>0$, while $F$ and $E_v$ stay the same. Setting the gradient $-F+sKx$ to zero gives the minimum $x_s=K^{-1}F/s$. The energies released on the excited and ground surfaces are now different:
\begin{align}
\lambda_e&=F^Tx_s-\tfrac s2x_s^TKx_s
=\left(\frac1s-\frac1{2s}\right)F^TK^{-1}F=\frac{\lambda}{s},\\
\lambda_g&=\tfrac12x_s^TKx_s=\frac{\lambda}{s^2}.
\end{align}
For $s=0.8$ they are $0.269$ eV and $0.336$ eV. The gap between the vertical absorption and emission energies is their sum, $0.605$ eV. The equal-Hessian result of $0.430$ eV is 29\% below this value. The excited frequencies are now $\sqrt s\,\omega_k$, so the zero-point energies no longer cancel as they did in \eqref{eq:lines}: the 0-0 line lies at $E_v-\lambda_e+(\sqrt s-1)\sum_k\hbar\omega_k/2=2.7185$ eV instead of $E_v-\lambda_e=2.7313$ eV. The mean absorption energy also leaves $E_v$. Since $\langle\tfrac12x^TKx\rangle=\sum_k\hbar\omega_k/4$ in $|0_g\rangle$, it becomes $E_v+(s-1)\sum_k\hbar\omega_k/4=2.988$ eV.

The Poisson law also loses its basis. The excited frequency is $\omega'=\sqrt s\,\omega$, and the lowering operator built with it is
\begin{equation}
b'=\frac{\omega+\omega'}{2\sqrt{\omega\omega'}}\,a
+\frac{\omega'-\omega}{2\sqrt{\omega\omega'}}\,a^\dagger
-\sqrt{\frac{\omega'}{2\hbar}}\,\Delta Q' ,
\end{equation}
where $\Delta Q'$ is the new displacement. This follows by inserting $Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$ and $P=-i\sqrt{\hbar\omega/2}\,(a-a^\dagger)$ into the definition of $b'$. The term in $a^\dagger$ creates a quantum, so $b'|0_g\rangle$ is no longer proportional to $|0_g\rangle$, and the two-term recursion for $c_n$ fails; it is replaced by one that links $c_{n+1}$, $c_n$ and $c_{n-1}$. For $s=0.8$ the lower mode then has a mean of $2.17$ quanta and a variance of $1.94$, whereas a Poisson distribution would make the two equal. The force at one geometry then does not suffice; the excited-state Hessian is needed as well.

Near a crossing the difficulty is greater. The excited surface need not be harmonic over the distance $x_*$, and the vibrational motion can mix the electronic states. The force at $x=0$ still gives the initial slope, but \eqref{eq:lambda} and \eqref{eq:S} extrapolate that slope with a curvature that may not apply.

\section{Comparison of the estimate with the exact solution}

For a single mode, the scaling combination $g^2/(\hbar\omega^3)$ is twice the exact $S$. The missing factor $\frac12$ arises because the net force falls linearly from $g$ to zero on the way to the minimum, so its average is $g/2$.

For the two-mode system, the estimate gave $0.32$ eV for the energy and $2.6$ for the number of quanta. The exact totals are $0.215$ eV and $S_1+S_2=2.06$. This closeness is partly a cancellation of errors. With the factor $\frac12$ restored, the one-oscillator values become $0.16$ eV and $1.3$, both too small.

The energy deficit can be traced term by term with \eqref{eq:cart} and \eqref{eq:xstar}:
\begin{align}
\lambda&=\tfrac12\left[0.02(4)^2+2(0.01)(4)(1)+0.03(1)^2\right]\mathrm{eV}\nonumber\\
&=(0.160+0.040+0.015)\ \mathrm{eV}.
\end{align}
The first term equals the corrected estimate, because the chosen stiffness of $50$ eV/\AA$^2$ happens to be $1/(K^{-1})_{11}$. The other two terms contain the force component $F_2$, which the estimate left out. The larger of them is the cross term, through which the coupling of the coordinates lets a small second force change the relaxation appreciably. Its sign follows that of $F_1F_2$: with $F_2=-1$ eV/\AA\ it would be $-0.040$ eV, and $\lambda$ would fall to $0.135$ eV.

The number of quanta is low for a second reason. The exact mean energy per excited quantum is $\lambda/(S_1+S_2)=0.215/2.06=0.104$ eV, compared with the assumed $0.122$ eV. The soft mode takes $0.1359/0.2150=63\%$ of the relaxation energy, and each of its quanta costs less. Scaling thus finds the order of magnitude, while the division into modes requires the projected forces $g_k$.

\section*{Computed values}
\begin{verbatim}
masses: 12, 16 u
K11, K12, K22: 60, -20, 40 eV/A^2
Cartesian force F: 4.0, 1.0 eV/A
vertical energy E_v: 3.000 eV
hbar: 0.064654 A (eV u)^(1/2)
mode 1 vector L: 0.4155, 0.9096
mode 1 omega^2: 1.8406 eV/(A^2 u)
mode 1 omega: 1.3567 (eV/u)^(1/2)/A
mode 1 hbar omega: 0.08772 eV
mode 1 force g: 0.7072 eV/(A u^(1/2))
mode 1 displacement: 0.3842 A u^(1/2)
mode 1 relaxation energy: 0.13587 eV
mode 1 Huang-Rhys factor: 1.5490
mode 1 mean quanta, grid: 1.5489
mode 2 vector L: 0.9096, -0.4155
mode 2 omega^2: 5.6594 eV/(A^2 u)
mode 2 omega: 2.3790 (eV/u)^(1/2)/A
mode 2 hbar omega: 0.15381 eV
mode 2 force g: 0.9464 eV/(A u^(1/2))
mode 2 displacement: 0.1672 A u^(1/2)
mode 2 relaxation energy: 0.07913 eV
mode 2 Huang-Rhys factor: 0.5145
mode 2 mean quanta, grid: 0.5144
total relaxation energy, formula: 0.21500 eV
total relaxation energy, minimizer: 0.21500 eV
excited minimum x: 0.0900, 0.0700 A
0-0 energy, formula: 2.78500 eV
0-0 energy, grid: 2.78500 eV
vertical emission energy: 2.5700 eV
absorption-emission gap: 0.4300 eV
mean absorption energy, grid: 3.00000 eV
absorption standard deviation, formula: 0.15521 eV
absorption standard deviation, grid: 0.15521 eV
lines (n1,n2): energy in eV, strength formula, strength grid
  (0,0): 2.7850, 0.12702, 0.12702
  (1,0): 2.8727, 0.19674, 0.19674
  (0,1): 2.9388, 0.06535, 0.06535
  (2,0): 2.9604, 0.15237, 0.15237
  (1,1): 3.0265, 0.10122, 0.10122
  (3,0): 3.0481, 0.07867, 0.07867
  (0,2): 3.0926, 0.01681, 0.01681
  (2,1): 3.1142, 0.07839, 0.07839
softened case, stiffness factor s: 0.8
softened, excited-surface relaxation: 0.2687 eV
softened, ground-surface relaxation: 0.3359 eV
softened, absorption-emission gap: 0.6047 eV
\end{verbatim}
